# How d-Envelope Weight Reduces the Shear Deformation Potentials of an Acceptor

A hole bound to a shallow acceptor splits under shear strain, and it is tempting to compute that splitting with the deformation potentials of the valence-band edge. For the germanium-like acceptor worked out below, this predicts 0.46 meV where the same model, solved properly, gives 0.26 meV. Read backwards, a splitting of 0.26 meV would be assigned a strain 43% too small. The error comes from treating the bound hole as a band-edge state multiplied by an s-function. Its envelope also contains a d-part, in which the Bloch spin points differently, and strain acts on the Bloch spin.

## The statement and its conditions

Let $\mathbf J$ be the spin-3/2 operator of the four Bloch states at the valence-band top, $\mathbf L$ the angular momentum of the envelope, and $\mathbf F=\mathbf L+\mathbf J$. Energies are hole energies, counted positive into the band. Hydrostatic strain shifts all four states together and is left out. The shear part is

$$H_\varepsilon=b\sum_i\left(J_i^2-\tfrac54\right)\varepsilon_{ii}+\frac{d}{\sqrt3}\sum_{i<j}(J_iJ_j+J_jJ_i)\,\varepsilon_{ij}.\tag{1}$$

Here $b$ and $d$ are the two shear deformation potentials. The claim is that an acceptor ground quartet with $F=3/2$, whose envelope has weight $1-w$ in $L=0$ and $w$ in $L=2$, is split to first order in strain by the same expression with $\mathbf J$ replaced by $\mathbf F$ and

$$b'=b\left(1-\tfrac85w\right),\qquad d'=d\left(1-\tfrac85w\right).\tag{2}$$

Three assumptions enter. The unstrained Hamiltonian is spherical, so that $F$ is a good quantum number. The split-off band is absent. Strain acts through (1) alone, which is the identity on the envelope; its effect on the kinetic energy and on the impurity potential is dropped.

## Five matrices for shear strain

Define

$$\Gamma_1=\frac{J_yJ_z+J_zJ_y}{\sqrt3},\quad \Gamma_2=\frac{J_zJ_x+J_xJ_z}{\sqrt3},\quad \Gamma_3=\frac{J_xJ_y+J_yJ_x}{\sqrt3},\quad \Gamma_4=\frac{J_x^2-J_y^2}{\sqrt3},\quad \Gamma_5=J_z^2-\tfrac54.\tag{3}$$

Order the basis as $m=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$. The raising operator $J_+=J_x+iJ_y$ has the elements $\sqrt3,2,\sqrt3$ just above the diagonal.

- $\Gamma_5$ is diagonal, with entries $1,-1,-1,1$.
- Since $J_+^2=J_x^2-J_y^2+i(J_xJ_y+J_yJ_x)$ has the value $2\sqrt3$ at positions (1,3) and (2,4), $\Gamma_4$ has 1 there and $\Gamma_3$ has $-i$.
- An element of $J_zJ_x+J_xJ_z$ is that of $J_x$ times $m+m'$. This gives $\sqrt3,0,-\sqrt3$ above the diagonal, so $\Gamma_2$ has $1,0,-1$. In the same way $\Gamma_1$ has $-i,0,i$.

The elements below the diagonal follow from hermiticity. Let Pauli matrices $\sigma$ act between the pairs (1,2) and (3,4), and Pauli matrices $\tau$ within each pair. Then

$$\Gamma_1=\sigma_z\tau_y,\quad\Gamma_2=\sigma_z\tau_x,\quad\Gamma_3=\sigma_y,\quad\Gamma_4=\sigma_x,\quad\Gamma_5=\sigma_z\tau_z.\tag{4}$$

Each matrix squares to one. Any two different ones anticommute, either through their $\sigma$ factors or through their $\tau$ factors:

$$\Gamma_a\Gamma_b+\Gamma_b\Gamma_a=2\delta_{ab}.\tag{5}$$

To write (1) in these matrices, use $J_x^2+J_y^2+J_z^2=\tfrac{15}4$. The sum of $J_x^2-\tfrac54$ and $J_y^2-\tfrac54$ is then $-\Gamma_5$, and their difference is $\sqrt3\,\Gamma_4$. Hence

$$J_x^2-\tfrac54=\tfrac12(-\Gamma_5+\sqrt3\,\Gamma_4),\qquad J_y^2-\tfrac54=\tfrac12(-\Gamma_5-\sqrt3\,\Gamma_4),\tag{6}$$

and the strain energy becomes

$$H_\varepsilon=b\left[\left(\varepsilon_{zz}-\frac{\varepsilon_{xx}+\varepsilon_{yy}}2\right)\Gamma_5+\frac{\sqrt3}2(\varepsilon_{xx}-\varepsilon_{yy})\Gamma_4\right]+d\left[\varepsilon_{yz}\Gamma_1+\varepsilon_{zx}\Gamma_2+\varepsilon_{xy}\Gamma_3\right].\tag{7}$$

It is therefore enough to find how each $\Gamma_b$ acts within the acceptor quartet.

## The d-state with F = 3/2

For a unit vector $\mathbf n$, consider

$$T(\mathbf n)=(\mathbf n\cdot\mathbf J)^2-\tfrac54.\tag{8}$$

Expand the square, write $\tfrac54=\tfrac54\sum_in_i^2$, and use (3) and (6). The algebra is that of (7), with $\varepsilon_{ij}$ replaced by $n_in_j$ in the diagonal terms and $\sqrt3\,n_in_j$ multiplying $\Gamma_1,\Gamma_2,\Gamma_3$. The result is

$$T(\mathbf n)=\sum_{a=1}^5d_a(\mathbf n)\Gamma_a,\tag{9}$$

$$d_1=\sqrt3\,n_yn_z,\quad d_2=\sqrt3\,n_zn_x,\quad d_3=\sqrt3\,n_xn_y,\quad d_4=\tfrac{\sqrt3}2(n_x^2-n_y^2),\quad d_5=\tfrac12(3n_z^2-1).\tag{10}$$

These are the five real $L=2$ harmonics. The eigenvalues of $\mathbf n\cdot\mathbf J$ are $\pm\tfrac32$ and $\pm\tfrac12$, so those of $T$ are $+1$ and $-1$, and

$$T(\mathbf n)^2=1.\tag{11}$$

Let $\chi_M$ be the constant spinors with $J_z=M$. The product $\mathbf n\cdot\mathbf J$ does not change when direction and spin are rotated together, so $T(\mathbf n)$ commutes with $\mathbf F$. Since $\mathbf L\chi_M=0$,

$$F_i\,T(\mathbf n)\chi_M=T(\mathbf n)F_i\chi_M=T(\mathbf n)J_i\chi_M.\tag{12}$$

The four functions $T\chi_M$ thus transform as a spin 3/2. They have $L=2$ by (10), and by (11) they are normalized. Coupling $L=2$ to $J=\tfrac32$ gives $F=\tfrac12,\tfrac32,\tfrac52,\tfrac72$, each once, so there is no other d-state with $F=\tfrac32$. The ground quartet is

$$\psi_M=[f(r)+g(r)T(\mathbf n)]\chi_M,\qquad\int_0^\infty f^2r^2dr=1-w,\quad\int_0^\infty g^2r^2dr=w.\tag{13}$$

The constant $1/\sqrt{4\pi}$ is absorbed by using averages over directions, written $\langle\cdots\rangle$, in place of integrals over solid angle. Rotational invariance makes $f$ and $g$ the same for all $M$.

## The factor

Within the quartet, $\Gamma_b$ has the matrix elements $\chi_{M'}^\dagger R_b\,\chi_M$ with

$$R_b=(1-w)\Gamma_b+\int_0^\infty fg\,r^2dr\,\langle T\Gamma_b+\Gamma_bT\rangle+w\langle T\Gamma_bT\rangle.\tag{14}$$

The middle term vanishes because every $d_a$ averages to zero. The last term requires $\langle d_ad_c\rangle$. The moments needed are

$$\langle n_z^2\rangle=\tfrac13,\qquad\langle n_z^4\rangle=\tfrac12\int_{-1}^1u^4du=\tfrac15,\qquad\langle n_x^2n_y^2\rangle=\tfrac1{15}.\tag{15}$$

The third follows from averaging $(n_x^2+n_y^2+n_z^2)^2=1$, which reads $3\cdot\tfrac15+6\langle n_x^2n_y^2\rangle=1$. Then

$$\langle d_1^2\rangle=\tfrac3{15}=\tfrac15,\quad\langle d_4^2\rangle=\tfrac34\left(\tfrac25-\tfrac2{15}\right)=\tfrac15,\quad\langle d_5^2\rangle=\tfrac14\left(\tfrac95-2+1\right)=\tfrac15,\tag{16}$$

and $d_2,d_3$ give the same as $d_1$. The mixed average $\langle d_4d_5\rangle$ vanishes because exchanging $x$ and $y$ reverses its sign. All other mixed averages are odd in some component of $\mathbf n$. So $\langle d_ad_c\rangle=\delta_{ac}/5$, and

$$\langle T\Gamma_bT\rangle=\frac15\sum_{a=1}^5\Gamma_a\Gamma_b\Gamma_a=\frac15(1-4)\Gamma_b=-\frac35\Gamma_b.\tag{17}$$

The term $a=b$ contributes $+\Gamma_b$. Each of the four others contributes $-\Gamma_b$, by (5). Inserting (17) in (14),

$$R_b=\left(1-w-\tfrac35w\right)\Gamma_b=\left(1-\tfrac85w\right)\Gamma_b.\tag{18}$$

The factor is the same for all five matrices, hence for $b$ and for $d$, whatever their ratio. By (12), the operators $F_i$ act on $\psi_M$ with the matrices that $J_i$ has on $\chi_M$. The right side of (18) is therefore the same quadrupole matrix written in $\mathbf F$, which proves (2).

The state $M=\tfrac32$ shows the physical origin of the minus sign. From (4) and (9),

$$T\chi_{3/2}=(d_5,\;d_2+id_1,\;d_4+id_3,\;0)^{T}.\tag{19}$$

The probabilities of $m=\tfrac32,\tfrac12,-\tfrac12$ are $\tfrac15,\tfrac25,\tfrac25$. In the d-part the orbital motion supplies much of the angular momentum, and the Bloch spin has $|m|=\tfrac12$ with probability $\tfrac45$. Strain along $z$ shifts these components opposite to $|m|=\tfrac32$, so the mean of $\Gamma_5$ is $\tfrac15-\tfrac45=-\tfrac35$, in agreement with (17).

Two strains give simple splittings. For $\varepsilon_{xx}=\varepsilon_{yy}$ without off-diagonal strain, (7) reduces to $b(\varepsilon_{zz}-\varepsilon_{xx})\Gamma_5$. For $\varepsilon_{yz}=\varepsilon_{zx}=\varepsilon_{xy}=s$ with equal diagonal elements, it is $ds(\Gamma_1+\Gamma_2+\Gamma_3)$, whose square is $3d^2s^2$ by (5). The acceptor splittings are therefore

$$\Delta_{001}=2|b'(\varepsilon_{zz}-\varepsilon_{xx})|,\qquad\Delta_{111}=2\sqrt3\,|d's|.\tag{20}$$

## What sets the d-weight

In the spherical approximation the kinetic energy of a hole is

$$\frac{\hbar^2}{2m_0}\left[\left(\gamma_1+\tfrac52\gamma\right)k^2-2\gamma(\mathbf k\cdot\mathbf J)^2\right]=\frac{\hbar^2\gamma_1k^2}{2m_0}\left[1-\mu T(\hat{\mathbf k})\right],\qquad\mu=\frac{2\gamma}{\gamma_1}.\tag{21}$$

The second form follows from $(\mathbf k\cdot\mathbf J)^2=k^2(T+\tfrac54)$. Heavy holes have $T=+1$ and light holes $T=-1$. With energies in $\mathrm{Ry}^*=\mathrm{Ry}/(\gamma_1\epsilon^2)$ and lengths in $a^*=\gamma_1\epsilon a_0$, where $\epsilon$ is the dielectric constant, the acceptor Hamiltonian is

$$H=k^2[1-\mu T(\hat{\mathbf k})]-\frac2r.\tag{22}$$

A Fourier transform keeps $L$, so the state (13) becomes $[u(k)+v(k)T(\hat{\mathbf k})]\chi_M$, with the factor $(-i)^2=-1$ of the d-part absorbed in $v$. Using $T^2=1$,

$$k^2(1-\mu T)(u+vT)=k^2\left[(u-\mu v)+(v-\mu u)T\right].\tag{23}$$

The kinetic energy couples the s- and d-channels by $-\mu k^2$, and the Coulomb potential conserves $L$. The problem closes on two radial functions.

For small $\mu$ the d-amplitude is proportional to $\mu$ by first-order perturbation theory, so $w\propto\mu^2$ and the factor tends to 1. In the opposite limit, $\mu\to1$, the heavy mass diverges. A heavy-hole state of size $\ell$ has an energy of the form $A(1-\mu)/\ell^2-C/\ell$, with positive constants $A$ and $C$, so $\ell$ shrinks as $1-\mu$. At the typical wave number $1/\ell$, light-hole components cost a kinetic energy of order $1/\ell^2$ and are mixed in by a potential of order $1/\ell$, so their relative amplitude there is of order $\ell$. They are comparable to the heavy part only for $k$ up to about $\ell^{-1/2}$, where the state has little weight, so their total weight vanishes. What remains is $u(k)(1+T)\chi_M$, which satisfies $T(1+T)=1+T$ and is purely heavy. Its s- and d-weights are equal, $w=\tfrac12$, and the factor is $1-\tfrac45=\tfrac15$. The band-edge response survives only to one fifth, because each momentum component carries a spin quantized along its own direction.

Equation (2) was tested by diagonalizing (22) in three dimensions, with all four spin components and all angular functions of the s- and d-envelopes, first without strain and then with a small strain of either sign. The value of $w$ was read from the unstrained states and the factor from the strained levels:

| $\mu$ | $w$ | factor from levels | $1-8w/5$ |
|---|---|---|---|
| 0.2 | 0.01702 | 0.97277 | 0.97277 |
| 0.5 | 0.10979 | 0.82434 | 0.82434 |
| 0.8 | 0.29827 | 0.52277 | 0.52277 |

The ratio $w/\mu^2$ is 0.43, 0.44 and 0.47 in the three rows, so the quadratic law is a fair guide well beyond small $\mu$.

## A shallow acceptor in germanium

Take rough typical values for germanium: $\gamma_1=13.4$, $\gamma_2=4.2$, $\gamma_3=5.7$, $\epsilon=16$, $b=-2.3$ eV and $d=-5.0$ eV. The spherical average of the band parameters is

$$\gamma=\frac{2\gamma_2+3\gamma_3}5=\frac{8.4+17.1}5=5.1,\qquad\mu=\frac{10.2}{13.4}=0.761.\tag{24}$$

The units are $\mathrm{Ry}^*=3.97$ meV and $a^*=11.35$ nm. The two-channel problem gives a binding energy of $2.226\,\mathrm{Ry}^*=8.83$ meV and $w=0.2675$. Then

$$1-\tfrac85(0.2675)=0.572,\qquad b'=-1.32\ \text{eV},\qquad d'=-2.86\ \text{eV}.\tag{25}$$

For $\varepsilon_{zz}-\varepsilon_{xx}=10^{-4}$ the band edge splits by $2(2.3\ \text{eV})(10^{-4})=0.46$ meV and the acceptor by $0.572\times0.46=0.263$ meV. The latter equals $k_BT$ at about 3 K, so at liquid-helium temperature both doublets are occupied.

First order in strain is sufficient here. Diagonalization at this full strain gives 0.2634 meV for the positive sign and 0.2628 meV for the negative sign, within about 0.1% of the linear result.

## Cubic warping and other limits

The bands of a cubic crystal are not spherical. The kinetic energy then becomes $k^2[1-\sum_ac_ad_a(\hat{\mathbf k})\Gamma_a]$, with $c_T=2\gamma_3/\gamma_1$ for $a=1,2,3$ and $c_E=2\gamma_2/\gamma_1$ for $a=4,5$. To first order in the $c_a$, the d-part generated from an s-state is proportional to $\sum_ac_ad_a\Gamma_a\chi_M$. This contains $F=\tfrac52$ and $\tfrac72$ as well, since it is no longer $T\chi_M$. Repeating (17) with these coefficients, and dividing by the norm, gives for the pure d-part

$$\frac{c_b^2-\sum_{a\ne b}c_a^2}{\sum_ac_a^2}=\begin{cases}-\dfrac{3c_T^2}{2c_E^2+3c_T^2}&\text{for }b,\\[3mm]-\dfrac{c_T^2+2c_E^2}{2c_E^2+3c_T^2}&\text{for }d.\end{cases}\tag{26}$$

Both values return to $-\tfrac35$ when $c_E=c_T$. With $\gamma_2:\gamma_3=4.2:5.7$ they are $-0.73$ and $-0.51$, so warping lowers the factor for $b$ and raises that for $d$. Full diagonalization of the cubic four-band model, with envelopes up to $L=4$, confirms the direction: the factors are 0.497 for $b$ and 0.585 for $d$. The cut at $L=4$ leaves them about 1% too high: with envelopes up to $L=8$ they settle at 0.491 and 0.580. The $L=2$ weight is 0.281, from which (2) would give 0.551. The rule is thus about 11% too high for $b$ and 6% too low for $d$, relative to the cubic results at $L=4$, and about 12% and 5% at $L=8$.

The split-off band, placed at a rough 0.29 eV, matters less than warping for $b$ but more for $d$. In the spherical six-band model the factor, which spherical symmetry makes the same for $b$ and $d$, is 0.593, against 0.572 with four bands, a rise of about 4%. With warping and the split-off band together, the factors are 0.507 for $b$ and 0.610 for $d$, again with envelopes up to $L=4$; up to $L=8$ they drop to 0.499 and 0.605.

The potential near the impurity nucleus also differs from a screened Coulomb potential. An added attractive Gaussian well of radius 0.5 nm, adjusted to deepen the level by 10% to 9.71 meV, changes the spherical factor to 0.566, a shift of 1%.

Strain also acts on the envelope, which (1) leaves out. In (22) the mean kinetic energy equals the binding energy, by the virial theorem. Strain changes a kinetic energy of 8.83 meV by a relative amount of about twice the strain, and $2(8.83\ \text{meV})/(2.3\ \text{eV}\times0.572)$ is 1.3% of the Bloch-spin term. The change of the effective masses, estimated as kinetic energy over a direct gap of about 0.9 eV, is another 1%. Both only set a rough scale. The 8.83 meV is itself a difference of larger terms: the isotropic part $\hbar^2\gamma_1\langle k^2\rangle/2m_0$ alone is about 32 meV, and using it instead raises the two estimates to about 5% and 3.5%. Contributions of opposite sign can also cancel and make the actual shift much smaller. They are not corrections to be applied.

In real germanium, common shallow acceptors are bound by roughly 10 to 12 meV, somewhat more than the 8.83 meV of the spherical model. Warping and the split-off band together raise the computed value to 9.67 meV with envelopes up to $L=4$, and to 9.84 meV with envelopes up to $L=8$; central-cell potentials, which differ between dopants, are left out of that number. It also depends on the rounded dielectric constant: the binding energy scales nearly as $1/\epsilon^2$, so $\epsilon=15.4$ instead of 16 would raise it by about 8%. The assumption that real germanium breaks most seriously for the present purpose is spherical symmetry: among the effects sized here, warping causes the largest single change, lowering $b'$ from its spherical value by 13% at $L=4$ and 14% at $L=8$. It raises $d'$ by only 2.3% at $L=4$ and 1.4% at $L=8$, less than the split-off band does. The acceptors must also be isolated. At $10^{14}\ \text{cm}^{-3}$ the sphere available to each has a radius of 134 nm, against an rms hole radius of 10 nm, so overlap is small at that density. The numerical output below lists the values obtained with envelopes up to $L=4$.

## Values computed for the example and the checks

```
strain factor of pure d state, F=3/2: -0.600000
mu, d-weight w, factor from strained 3D levels, 1-8w/5:
  0.2  0.01702  0.97277  0.97277
  0.5  0.10979  0.82434  0.82434
  0.8  0.29827  0.52277  0.52277
Example: acceptor in Ge, rough typical inputs
gamma1, gamma2, gamma3: 13.4, 4.2, 5.7
dielectric constant: 16.0
b, d of band edge: -2.3, -5.0 eV
split-off energy, direct gap: 0.29, 0.9 eV
strain e_zz - e_xx: 1.0e-04
spherical gamma: 5.100; mu: 0.7612
Ry*: 3.966 meV; a*: 11.35 nm
binding energy: 2.2264 Ry* = 8.83 meV
same with 12 Gaussians: 8.83 meV, w = 0.2675
kinetic energy / binding energy: 1.00000
d-weight w: 0.2675
factor 1-8w/5: 0.5720
acceptor b': -1.316 eV; d': -2.860 eV
band-edge splitting: 0.4600 meV
acceptor splitting, first order: 0.2631 meV
Neglected effects
all-order splitting, e_zz-e_xx > 0: 0.2634 meV
all-order splitting, e_zz-e_xx < 0: 0.2628 meV
cubic 4-band: binding 9.30 meV
  weights L=0,2,4: 0.7138, 0.2807, 0.0055
  factor for b: 0.4973; for d: 0.5850
  1-8w/5 with its L=2 weight: 0.5509
spherical 6-band: binding 8.99 meV
  L=2 weight 0.2593; factor for b: 0.5926
cubic 6-band: binding 9.67 meV
  L=2 weight 0.2748; factor b: 0.5069; d: 0.6103
central-cell well, radius 0.5 nm: depth 0.413 eV
  binding 9.71 meV; w 0.2711; factor 0.5663
envelope strain term / Bloch term, rough: 1.34 %
strain change of masses, E_kin/gap, rough: 0.98 %
temperature equal to acceptor splitting: 3.05 K
rms hole radius: 10.16 nm
acceptor spacing radius at 1e+14 cm^-3: 133.7 nm
```
